# Extrapolating two GW gaps to the infinite-basis limit

## Question

I have two GW band gaps for the same crystal. With 1000 plane waves the gap is 3.20 eV, and with 2000 it is 3.30 eV. The geometry, k-points, pseudopotentials and starting orbitals are the same in both runs. Each run uses all the empty states its basis provides, and the response function is expanded in a basis that grows along with the orbital basis.

I was told to extrapolate with an "inverse-basis-size law", and I am stuck on three points. Why should the error go as $1/N$ and not as some other power? Why does my gap go up with $N$, when I expected a better basis to lower energies? And how far can I trust a limit drawn through two points, since any two-parameter curve passes through them?

## Answer

The law to use is

$$E(N)=E_\infty+\frac{A}{N},$$

where $E_\infty$ is the gap in an infinite basis and $A$ is a constant of the material and of the computational setup. I first show where the power comes from, since the extrapolated value depends on it. The derivation uses Hartree atomic units; your gaps stay in eV.

### What a finite basis leaves out

The correlation part of the GW self-energy describes how the other electrons respond to an added electron or hole. A finite basis cuts off the response at short wavelengths, that is, at large momentum transfer $G$. I assume that the orbitals are smooth on that scale, as suitable pseudopotentials make them. Bare exchange between such orbitals then has little weight at large $G$, and the slow convergence comes from correlation.

The screened interaction is a series in the Coulomb interaction $v$ and the independent-particle response $\chi_0$:

$$W=v+v\chi_0v+v\chi_0v\chi_0v+\dots$$

At large $G$, $v=4\pi/G^2$, while $\chi_0$ is of the order of the density divided by the excitation energy $G^2/2$. Each further factor $\chi_0v$ therefore costs about $G^{-4}$, and the leading missing piece is the second-order term $v\chi_0v$.

In this term, an electron in orbital $n$ and an electron in an occupied orbital $i$ scatter into two empty states. If both final states have high momentum, they are nearly plane waves, with momenta $\mathbf k_a=\mathbf G$ and $\mathbf k_b=\mathbf K-\mathbf G$. The total momentum $\mathbf K$ is supplied by the smooth orbitals and is small compared with $G$. Processes with one high-momentum state need a large-$G$ Fourier component of a product of smooth orbitals, so they are negligible here.

The matrix element in a volume $\Omega$ is

$$M=\frac1\Omega\iint e^{-i\mathbf k_a\cdot\mathbf r_1-i\mathbf k_b\cdot\mathbf r_2}\,
\frac{\phi_n(\mathbf r_1)\phi_i(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,d^3r_1\,d^3r_2 .$$

Set $\mathbf r_1=\mathbf r_2+\mathbf s$. The rapidly oscillating factor $e^{-i\mathbf G\cdot\mathbf s}$ selects small $s$, so $\phi_n(\mathbf r_2+\mathbf s)\approx\phi_n(\mathbf r_2)$. The integral of $e^{-i\mathbf G\cdot\mathbf s}/s$ is $4\pi/G^2$, which leaves

$$M\approx\frac1\Omega\,\frac{4\pi}{G^2}\,F_{\mathbf K},\qquad
F_{\mathbf K}=\int e^{-i\mathbf K\cdot\mathbf r}\phi_n(\mathbf r)\phi_i(\mathbf r)\,d^3r .$$

The energy denominator is the initial energy minus the final energy. At large $G$ the two final kinetic energies dominate, and it becomes $-(G^2/2+G^2/2)=-G^2$. Parseval's theorem gives

$$\sum_{\mathbf K}|F_{\mathbf K}|^2=\Omega\int\rho_n\rho_i\,d^3r,\qquad \rho_n=|\phi_n|^2 .$$

Summing $-|M|^2/G^2$ over $\mathbf K$ and over all occupied spin orbitals $i$ turns $\rho_i$ into the total density $\rho$. Each $\mathbf G$ thus contributes

$$-\frac{1}{\Omega}\,\frac{(4\pi)^2}{G^6}\int\rho_n\rho\,d^3r .$$

### From the momentum cutoff to $1/N$

Let the orbital and response bases have the same cutoff $G_c$, so that all $G>G_c$ are missing. If the response cutoff is instead a fixed fraction $f<1$ of the orbital cutoff, the missing part starts at $fG_c$. This multiplies the error derived below by $1/f^3$ and leaves the power of $N$ unchanged. The sum over $\mathbf G$ becomes $\Omega/(2\pi)^3$ times an integral, so the missing part is

$$-\frac{16\pi^2}{\Omega}\,\frac{\Omega}{8\pi^3}\,4\pi\int_{G_c}^{\infty}\frac{G^2\,dG}{G^6}\int\rho_n\rho\,d^3r
=-\frac{8}{3G_c^3}\int\rho_n\rho\,d^3r .$$

The number of plane waves inside the cutoff sphere is

$$N=\frac{\Omega}{8\pi^3}\,\frac{4\pi G_c^3}{3}=\frac{\Omega G_c^3}{6\pi^2}
\quad\Longrightarrow\quad \frac1{G_c^3}=\frac{\Omega}{6\pi^2N}.$$

The missing part is negative, so leaving it out puts the level too high:

$$\Sigma_n(N)-\Sigma_n(\infty)=\frac{4\Omega}{9\pi^2N}\int\rho_n\rho\,d^3r .$$

With several k-points, take $\Omega$ as the volume of one cell, $N$ as the number of plane waves per k-point, and $\rho_n$ as normalized to one cell. The volume and the total number of plane waves both grow with the number of k-points, so their ratio is unchanged.

One factor remains between the self-energy and the quasiparticle energy. The latter solves an equation of the form $\varepsilon_n=\text{const}+\Sigma_n(\varepsilon_n)$. A small shift $\delta\Sigma_n$ gives $\delta\varepsilon_n=\delta\Sigma_n+\Sigma_n'\,\delta\varepsilon_n$, and hence

$$\delta\varepsilon_n=Z_n\,\delta\Sigma_n,\qquad Z_n=\frac1{1-\Sigma_n'} .$$

This changes the size of $A$ but not the power of $N$.

### Why the gap rises

Both band edges fall as the basis grows, so your expectation holds for the separate levels. The gap is their difference. With $c$ for the conduction edge and $v$ for the valence edge,

$$A=\frac{4\Omega}{9\pi^2}\int\left(Z_c\rho_c-Z_v\rho_v\right)\rho\,d^3r .$$

The integral $\int\rho_n\rho\,d^3r$ is the average electron density seen by orbital $n$. If the two $Z$ factors are similar, the gap rises with $N$ when the valence edge sits in denser regions than the conduction edge, because the valence level then falls faster. If both edges see the same density and have the same $Z$, the leading error cancels in the gap, although each level still converges slowly.

### The extrapolation

The two data equations are

$$E_1=E_\infty+\frac A{N_1},\qquad E_2=E_\infty+\frac A{N_2}.$$

Multiply each by its own $N$ to get $N_1E_1=N_1E_\infty+A$ and $N_2E_2=N_2E_\infty+A$. Subtracting the first from the second removes $A$:

$$E_\infty=\frac{N_2E_2-N_1E_1}{N_2-N_1}.$$

Subtracting the original equations removes $E_\infty$ instead:

$$A=\frac{E_1-E_2}{1/N_1-1/N_2}.$$

With your numbers,

$$A=\frac{3.20-3.30}{1/1000-1/2000}\ \text{eV}=\frac{-0.10}{1/2000}\ \text{eV}=-200\ \text{eV},$$

$$E_\infty=\frac{2000\times3.30-1000\times3.20}{1000}\ \text{eV}=3.40\ \text{eV}.$$

Because $N_2=2N_1$, the formula reduces to $E_\infty=2E_2-E_1$. Doubling the basis halves the error, so the part still missing equals the last change. The gap at $N=1000$ is 0.20 eV below the limit, and the gap at $N=2000$ is still 0.10 eV below it. The change between two runs is therefore not a safe measure of convergence unless the law is taken into account. To come within 0.01 eV without extrapolating, you would need $N=|A|/(0.01\ \text{eV})=20000$, ten times your larger basis.

The slope also has a physical reading. For $Z_c=Z_v=1$ and equal orbital and response cutoffs,

$$\Omega\int(\rho_v-\rho_c)\rho\,d^3r=-\frac{9\pi^2}{4}A\approx160\ \text{electrons per cell},$$

with $A=-7.35$ hartree. This is not a count of electrons actually present. It is the difference in density seen by the two edges, multiplied by the cell volume. It can exceed the number of electrons in the cell when the valence edge is concentrated where the density is far above its average. You can compute this integral from your own orbitals. A strong disagreement, after allowing for the $Z$ factors and for any difference between the two cutoffs, would suggest that your two points do not yet follow the asymptotic law.

### Does the law hold in an explicit sum?

The derivation made several large-$G$ approximations, so here is a case where the second-order term is summed directly. Take a periodic cubic box of side $L=10$ bohr with $b=2\pi/L$, a doubly occupied valence orbital and an empty conduction orbital:

$$\phi_v=\frac{1/\sqrt2+\cos bx}{\sqrt\Omega},\qquad \phi_c=\frac{\sqrt2\,\sin bx}{\sqrt\Omega}.$$

The final states are plane waves, and both scattered electrons must fit into the same finite basis. The initial energies are taken as the mean kinetic energies of the orbitals. Final states with wave number below $4b$ are omitted. They are common to all the bases compared, so they cancel in the differences.

The density is $\rho=2\rho_v$. Averaging over $x$, where odd powers of the cosine vanish, gives

$$\Omega\int\rho_v\rho\,d^3r=2\left(\frac14+\frac{6}{2}\cdot\frac12+\frac38\right)=4.25,$$

$$\Omega\int\rho_c\rho\,d^3r=2\cdot2\left(\frac12\cdot\frac12+\frac18\right)=1.50 .$$

The valence orbital sees the denser regions, so the gap should rise. The sums give these contributions to the gap:

| Cutoff | $N$ | Gap contribution (hartree) |
|---|---:|---:|
| $16b$ | 17077 | $4.6697\times10^{-4}$ |
| $32b$ | 137065 | $4.7338\times10^{-4}$ |
| $64b$ | 1097917 | $4.7417\times10^{-4}$ |

The successive changes correspond to an error $N^{-p}$ with $p=1.00$. Between the two larger bases, the slope against $1/N$ agrees with the derived formula to 0.5% for the gap, 1.6% for the valence level and 3.6% for the conduction level, relative to the formula. Extrapolating from the first two bases predicts the third with an error of 0.4% of the change from the second basis to the third.

The small deviations have a definite source. Write $\mathbf k_a=\mathbf K/2+\mathbf p$ and $\mathbf k_b=\mathbf K/2-\mathbf p$. Both momenta lie inside the cutoff sphere only if, to first order in $K$,

$$p<G_c-\tfrac12K|\cos\theta|,$$

where $\theta$ is the angle between $\mathbf p$ and $\mathbf K$. In these variables the first-order corrections to the summand itself are odd in $\mathbf p$, so they cancel between $\mathbf p$ and $-\mathbf p$. To this order only the limit matters, and the missing tail is proportional to the angular average of its inverse cube:

$$\left\langle\frac1{(G_c-\frac12K|\cos\theta|)^3}\right\rangle
\approx\frac1{G_c^3}\left(1+\frac{3K}{2G_c}\langle|\cos\theta|\rangle\right)
=\frac1{G_c^3}\left(1+\frac{3K}{4G_c}\right),$$

since $\langle|\cos\theta|\rangle=1/2$. The correction is of relative order $N^{-1/3}$. In the box $K$ is at most $2b$, so at $G_c=32b$ the correction is at most about 5%, consistent with the sums. It is larger for the conduction level because $\phi_c\phi_v$ is odd and has no $K=0$ component. In the gap, the two excess slopes largely cancel. That cancellation depends on the orbitals chosen here, so the separate levels are the fairer guide to the correction in other systems. The percentages above belong to bases of more than $10^5$ plane waves. The correction grows as $N^{-1/3}$, so in the same box at $N\approx1000$ it is at least five times larger, and it grows further for orbitals more localized than these. At your basis sizes, do not assume it is only a few percent. The box also has no separate cutoff on the response. Such a cutoff changes the size of the correction and can change its sign.

### How far to trust 3.40 eV

**The power.** Two points cannot test it. Suppose the error went as $BN^{-p}$. With $r=N_2/N_1$, the two errors obey $E_1-E_\infty=r^p(E_2-E_\infty)$. Collecting the terms in $E_\infty$ gives $(r^p-1)E_\infty=r^pE_2-E_1$, or

$$E_\infty=E_2+\frac{E_2-E_1}{r^p-1}.$$

For your data this gives 3.47 eV with $p=2/3$, 3.40 eV with $p=1$, and 3.37 eV with $p=4/3$. The first case is what you would get by plotting the gap against the inverse cutoff energy: $E_{\rm cut}=G_c^2/2$ is proportional to $N^{2/3}$, so the variable that matches $1/N$ is $E_{\rm cut}^{-3/2}$.

**The next correction.** The expected $N^{-4/3}$ term accompanies the $1/N$ term instead of replacing it, so the pure power $4/3$ is not a direct estimate of its effect. If the two terms have the same sign, the limit lies between the values for $p=4/3$ and $p=1$, that is, between 3.37 and 3.40 eV. If the $N^{-4/3}$ term has the opposite sign and contributes less to the change $E_2-E_1$ than the $1/N$ term does, which requires it to be below about 0.83 of the $1/N$ term at $N_1$, the limit lies above 3.40 eV. If the error is $A/N+C/N^{4/3}$, then

$$2E_2-E_1=E_\infty+\frac{C}{N_1^{4/3}}\left(2^{-1/3}-1\right).$$

The $1/N$ term has cancelled, and about one fifth of the correction at $N_1$ survives, with its sign reversed.

**Rounding.** If each gap is uncertain by at most $d$, the error of $2E_2-E_1$ is at most $2d+d=3d$. Gaps rounded to two decimals have $d=0.005$ eV, so the limit is uncertain by up to 0.015 eV from rounding alone. For general sizes the factor 3 becomes $(N_2+N_1)/(N_2-N_1)$, which grows without bound as the two bases approach each other. Two nearly equal bases are therefore a poor choice.

**A third point.** At $N=4000$ the $1/N$ law predicts

$$E_3=3.40\ \text{eV}-\frac{200\ \text{eV}}{4000}=3.35\ \text{eV}.$$

The powers $2/3$ and $4/3$ predict 3.363 and 3.340 eV. These differences are only about 0.01 eV. The prediction $E_3=(3E_2-E_1)/2$ carries a rounding error of up to $2d=0.010$ eV, and the new gap adds up to 0.005 eV. Two decimals may therefore fail to separate these powers: a third gap of 3.35 eV would be compatible with all three. Keep at least three decimals in all three gaps, and converge the other numerical settings to match.

**The setup.** The law needs the orbital basis, the response basis and the set of empty states to grow together. If the response cutoff or the number of empty states stays fixed, the gap can level off at a value that still contains the error of the fixed quantity. The derivation also counts plane waves filling a sphere in momentum space. It does not carry over to atom-centred functions merely by counting them, and it does not apply while the cutoff is too low to resolve the orbitals.

So 3.40 eV is an estimate of the infinite-basis limit of your particular GW calculation, provided both runs are in the $1/N$ region. The extrapolation does not remove errors from k-point sampling, pseudopotentials, the starting orbitals or the GW approximation itself, so the value is neither the exact gap nor a measured one. The numerical output below lists the values used here, including the separate level sums for the box.

## Computed results

```
Input gap at N = 1000: 3.20 eV
Input gap at N = 2000: 3.30 eV
Slope A: -200.0 eV = -7.350 hartree
Limiting gap: 3.40 eV = 0.12495 hartree
Remaining error at N = 1000: 0.20 eV
Remaining error at N = 2000: 0.10 eV
Power p = 0.667: limit 3.470 eV, gap at N = 4000 3.363 eV
Power p = 1.000: limit 3.400 eV, gap at N = 4000 3.350 eV
Power p = 1.333: limit 3.366 eV, gap at N = 4000 3.340 eV
Assumed largest error of each input gap: 0.005 eV
Resulting largest error of the limit: 0.015 eV
N for a remaining error of 0.01 eV: 20000
Implied Omega * integral((rho_v-rho_c) rho): 163.2 electrons per cell
Model box length: 10.0 bohr
Model lowest final wave number: 4 b
Model cutoff 16 b, N = 17077: valence -6.998018e-04, conduction -2.328315e-04, gap 4.669703e-04 hartree
Model cutoff 32 b, N = 137065: valence -7.099380e-04, conduction -2.365622e-04, gap 4.733758e-04 hartree
Model cutoff 64 b, N = 1097917: valence -7.111792e-04, conduction -2.370091e-04, gap 4.741701e-04 hartree
Model Omega*overlap, valence: 4.2500 electrons
Model Omega*overlap, conduction: 1.5000 electrons
Model slope from formula, valence: 0.19138 hartree
Model slope from formula, conduction: 0.06755 hartree
Model slope from formula, gap: -0.12384 hartree
Explicit/formula slope, valence: 1.0157 (no unit)
Explicit/formula slope, conduction: 1.0361 (no unit)
Explicit/formula slope, gap: 1.0046 (no unit)
Power of 1/N from explicit gap sums: 1.0027 (no unit)
Third-basis prediction error / change from second basis: 0.44 percent
```
